# Spin-resolved and closed-shell Mayer bond orders of minimal-basis H2+: a numerical check

```python
"""Mayer bond order of H2+ in a minimal basis.
Result under test: the spin-resolved bond order
  B = 2 sum_{m in A, n in B} sum_spin (P_spin S)_mn (P_spin S)_nm
is 1/2, whereas the closed-shell expression
  B_cs = sum_{m in A, n in B} (P S)_mn (P S)_nm
with the total density P gives 1/4.
P_spin: spin density matrix; S: overlap matrix; A, B: the two atoms.
For one determinant B is also -2 times the covariance of the Mulliken
electron numbers, evaluated here from explicit wavefunctions.
"""
from itertools import permutations
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom


def diatomic(first, second, distance, basis, charge=0, spin=0):
    half = 0.5 * distance / BOHR
    return gto.M(atom=[[first, (0, 0, -half)], [second, (0, 0, half)]],
                 basis=basis, charge=charge, spin=spin, unit="Bohr", verbose=0)


def atom_slices(mol):
    return [slice(row[2], row[3]) for row in mol.aoslice_by_atom()]


def closed_shell_order(density, overlap, atoms):
    ps = density @ overlap
    a, b = atoms
    return np.sum(ps[a, b] * ps[b, a].T)


def spin_resolved_order(alpha, beta, overlap, atoms):
    return 2 * (closed_shell_order(alpha, overlap, atoms)
                + closed_shell_order(beta, overlap, atoms))


def one_electron(distance, basis="sto-3g", field=0.0, state=0):
    """Solve H2+; field is in V/angstrom along the molecular axis."""
    mol = diatomic("H", "H", distance, basis, charge=1, spin=1)
    overlap = mol.intor("int1e_ovlp")
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    core = core + field * BOHR / HARTREE * mol.intor("int1e_r")[2]
    energies, orbitals = eigh(core, overlap)
    c = orbitals[:, state]
    density = np.outer(c, c)
    atoms = atom_slices(mol)
    gross = c * (overlap @ c)
    return {"S": overlap, "C": orbitals, "P": density,
            "q": np.array([gross[s].sum() for s in atoms]),
            "B": spin_resolved_order(density, 0 * density, overlap, atoms),
            "Bcs": closed_shell_order(density, overlap, atoms),
            "E": energies[state] + mol.energy_nuc(), "atoms": atoms}


def hydrogen_energy(basis):
    mol = gto.M(atom="H 0 0 0", basis=basis, spin=1, verbose=0)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return eigh(core, mol.intor("int1e_ovlp"), eigvals_only=True)[0]


def number_covariance(spin_orbitals, overlap):
    """Covariance of N_A and N_B from an antisymmetrized wavefunction.
    Spin-orbital components are ordered (A up, B up, A down, B down)."""
    n = len(spin_orbitals)
    psi = np.zeros((4,) * n)
    for order in permutations(range(n)):
        sign = round(np.linalg.det(np.eye(n)[list(order)]))
        product = np.array(1.0)
        for k in order:
            product = np.multiply.outer(product, spin_orbitals[k])
        psi += sign * product / np.sqrt(factorial(n))
    metric = np.kron(np.eye(2), overlap)
    dual = psi
    for axis in range(n):
        dual = np.moveaxis(np.tensordot(metric, dual, axes=(1, axis)), 0, axis)
    weight = psi * dual
    assert abs(weight.sum() - 1) < 1e-9
    number_a = np.sum(np.indices(psi.shape) % 2 == 0, axis=0)
    number_b = n - number_a
    return (np.sum(weight * number_a * number_b)
            - np.sum(weight * number_a) * np.sum(weight * number_b))


# Minimal-basis ion: the bond order must not depend on the separation.
R0, FIELD = 1.06, 0.1
h_min, h_big = hydrogen_energy("sto-3g"), hydrogen_energy("cc-pvtz")
scan = {r: one_electron(r) for r in (R0, 3.0, 5.0)}
binding = {r: (h_min - x["E"]) * HARTREE for r, x in scan.items()}
for result in scan.values():
    assert abs(result["B"] - 0.5) < 1e-8
    assert abs(result["Bcs"] - 0.25) < 1e-8
    assert np.allclose(result["P"] @ result["S"], 0.5, atol=1e-7)
ion = scan[R0]
s_ab = ion["S"][0, 1]
assert np.allclose(ion["P"], 1 / (2 * (1 + s_ab)), atol=1e-8)
assert binding[R0] > 1 and abs(binding[5.0]) < 0.1
minimum = minimize_scalar(lambda r: one_electron(r)["E"],
                          bounds=(0.7, 1.6), method="bounded")
assert minimum.success

# The antibonding state has the same bond order but is repulsive.
anti = one_electron(R0, state=1)
anti_binding = (h_min - anti["E"]) * HARTREE
assert abs(anti["B"] - 0.5) < 1e-8 and anti_binding < 0

# Basis extension and an axial field.
big = one_electron(R0, "cc-pvtz")
big_binding = (h_big - big["E"]) * HARTREE
assert abs(big["B"] - 0.5) < 1e-8 and big_binding > 0
polar = {r: one_electron(r, field=FIELD) for r in scan}
big_polar = one_electron(R0, "cc-pvtz", field=FIELD)
for result in list(polar.values()) + [big_polar]:
    assert abs(result["B"] - 2 * np.prod(result["q"])) < 1e-9
    assert abs(result["Bcs"] - np.prod(result["q"])) < 1e-9
    assert result["B"] < 0.5

# Explicit wavefunctions with unequal populations: one, two, three electrons.
test = polar[3.0]
low, high = test["C"].T
zero = np.zeros(2)
low_up, low_down = np.r_[low, zero], np.r_[zero, low]
high_up = np.r_[high, zero]
p_low, p_high = np.outer(low, low), np.outer(high, high)
cases = [([low_up], p_low, 0 * p_low),
         ([low_up, low_down], p_low, p_low),
         ([low_up, low_down, high_up], p_low + p_high, p_low)]
cov_orders, density_orders = [], []
for orbitals, alpha, beta in cases:
    cov_orders.append(-2 * number_covariance(orbitals, test["S"]))
    density_orders.append(
        spin_resolved_order(alpha, beta, test["S"], test["atoms"]))
assert np.allclose(cov_orders, density_orders, atol=1e-9)
ion_up = np.r_[ion["C"][:, 0], zero]
ion_cov = number_covariance([ion_up], ion["S"])
assert abs(-2 * ion_cov - ion["B"]) < 1e-9

# Closed-shell control: H2.
R_H2 = 0.74
h2 = diatomic("H", "H", R_H2, "sto-3g")
rhf = scf.RHF(h2)
rhf.kernel()
assert rhf.converged
p_h2, s_h2 = rhf.make_rdm1(), h2.intor("int1e_ovlp")
b_h2 = closed_shell_order(p_h2, s_h2, atom_slices(h2))
b_h2_spin = spin_resolved_order(p_h2 / 2, p_h2 / 2, s_h2, atom_slices(h2))
assert abs(b_h2 - 1) < 1e-8 and abs(b_h2_spin - b_h2) < 1e-9
ps_ion, ps_h2 = ion["P"] @ ion["S"], p_h2 @ s_h2
assert np.allclose(ps_ion @ ps_ion, ps_ion, atol=1e-8)
assert np.allclose(ps_h2 @ ps_h2, 2 * ps_h2, atol=1e-8)
ratio_ion = np.trace(ps_ion @ ps_ion) / np.trace(ps_ion)
ratio_h2 = np.trace(ps_h2 @ ps_h2) / np.trace(ps_h2)

# A metal-hydrogen radical with several electrons.
R_BEH = 1.34
beh = diatomic("Be", "H", R_BEH, "def2-svp", spin=1)
uhf = scf.UHF(beh)
uhf.conv_tol = 1e-10
uhf.kernel()
assert uhf.converged
pa, pb = uhf.make_rdm1()
s_beh, atoms_beh = beh.intor("int1e_ovlp"), atom_slices(beh)
beh_spin = spin_resolved_order(pa, pb, s_beh, atoms_beh)
beh_cs = closed_shell_order(pa + pb, s_beh, atoms_beh)
beh_missing = closed_shell_order(pa - pb, s_beh, atoms_beh)
assert abs(beh_spin - beh_cs - beh_missing) < 1e-9

print(f"H2+ chosen separation: {R0:.2f} angstrom")
print(f"H2+ STO-3G energy-minimum separation: {minimum.x:.3f} angstrom")
print(f"H2+ overlap S: {s_ab:.6f} (dimensionless)")
print(f"H2+ each alpha density element: {ion['P'][0, 1]:.6f} (dimensionless)")
print(f"H2+ off-diagonal P_alpha S: {ps_ion[0, 1]:.6f} (dimensionless)")
print(f"H2+ populations A, B: {ion['q'][0]:.6f}, {ion['q'][1]:.6f} electrons")
print(f"H2+ spin-resolved bond order: {ion['B']:.6f} (dimensionless)")
print(f"H2+ misused closed-shell value: {ion['Bcs']:.6f} (dimensionless)")
print(f"H2+ number covariance: {ion_cov:.6f} electrons^2")
print(f"Trace ratio PSPS/PS, H2+: {ratio_ion:.6f} (dimensionless)")
print(f"Trace ratio PSPS/PS, H2: {ratio_h2:.6f} (dimensionless)")
print(f"H2 chosen separation: {R_H2:.2f} angstrom")
print(f"H2 RHF/STO-3G bond order: {b_h2:.6f} (dimensionless)")
print("Binding energies are relative to H + H+ in the same basis")
for r, result in scan.items():
    print(f"STO-3G at {r:.2f} angstrom: S = {result['S'][0, 1]:.6f}, "
          f"B = {result['B']:.6f}, binding = {binding[r]:.4f} eV")
print(f"Antibonding at {R0:.2f} angstrom: B = {anti['B']:.6f}, "
      f"binding = {anti_binding:.4f} eV")
print(f"cc-pVTZ at {R0:.2f} angstrom: B = {big['B']:.6f}, "
      f"binding = {big_binding:.4f} eV")
print(f"Applied axial field: {FIELD:.2f} V/angstrom")
for r, result in polar.items():
    print(f"Field, STO-3G at {r:.2f} angstrom: q_A = {result['q'][0]:.6f}, "
          f"q_B = {result['q'][1]:.6f}, B = {result['B']:.6f}")
print(f"Field, cc-pVTZ at {R0:.2f} angstrom: B = {big_polar['B']:.6f}")
for n, (cov_b, dens_b) in enumerate(zip(cov_orders, density_orders), 1):
    print(f"{n}-electron test at 3 angstrom in field: "
          f"-2 covariance = {cov_b:.6f}, density formula = {dens_b:.6f}")
print(f"BeH chosen separation: {R_BEH:.2f} angstrom")
print(f"BeH UHF/def2-SVP spin-resolved order: {beh_spin:.6f} (dimensionless)")
print(f"BeH misused closed-shell value: {beh_cs:.6f} (dimensionless)")
print(f"BeH omitted spin-density term: {beh_missing:.6f} (dimensionless)")
print("success")
```

Printed output:

```
H2+ chosen separation: 1.06 angstrom
H2+ STO-3G energy-minimum separation: 1.061 angstrom
H2+ overlap S: 0.461847 (dimensionless)
H2+ each alpha density element: 0.342033 (dimensionless)
H2+ off-diagonal P_alpha S: 0.500000 (dimensionless)
H2+ populations A, B: 0.500000, 0.500000 electrons
H2+ spin-resolved bond order: 0.500000 (dimensionless)
H2+ misused closed-shell value: 0.250000 (dimensionless)
H2+ number covariance: -0.250000 electrons^2
Trace ratio PSPS/PS, H2+: 1.000000 (dimensionless)
Trace ratio PSPS/PS, H2: 2.000000 (dimensionless)
H2 chosen separation: 0.74 angstrom
H2 RHF/STO-3G bond order: 1.000000 (dimensionless)
Binding energies are relative to H + H+ in the same basis
STO-3G at 1.06 angstrom: S = 0.461847, B = 0.500000, binding = 3.1596 eV
STO-3G at 3.00 angstrom: S = 0.018263, B = 0.500000, binding = 0.2429 eV
STO-3G at 5.00 angstrom: S = 0.000108, B = 0.500000, binding = 0.0027 eV
Antibonding at 1.06 angstrom: B = 0.500000, binding = -9.8083 eV
cc-pVTZ at 1.06 angstrom: B = 0.500000, binding = 2.7874 eV
Applied axial field: 0.10 V/angstrom
Field, STO-3G at 1.06 angstrom: q_A = 0.505195, q_B = 0.494805, B = 0.499946
Field, STO-3G at 3.00 angstrom: q_A = 0.759269, q_B = 0.240731, B = 0.365559
Field, STO-3G at 5.00 angstrom: q_A = 0.999971, q_B = 0.000029, B = 0.000058
Field, cc-pVTZ at 1.06 angstrom: B = 0.499938
1-electron test at 3 angstrom in field: -2 covariance = 0.365559, density formula = 0.365559
2-electron test at 3 angstrom in field: -2 covariance = 0.731117, density formula = 0.731117
3-electron test at 3 angstrom in field: -2 covariance = 0.365559, density formula = 0.365559
BeH chosen separation: 1.34 angstrom
BeH UHF/def2-SVP spin-resolved order: 0.952562 (dimensionless)
BeH misused closed-shell value: 0.934694 (dimensionless)
BeH omitted spin-density term: 0.017868 (dimensionless)
success
```
